# Lindhard-based kinetic functionals for model Al, Mg and Si crystals, part 2

We ask why orbital-free kinetic functionals built on free-gas response do well for Al and Mg but fail for Si. "Failure" means much larger errors and a qualitatively wrong long-wave response. Kohn–Sham (KS) theory uses the exact non-interacting \(T_s[n]\); orbital-free theory replaces only that, with the same local pseudopotential \(v\).

Hartree atomic units are used, without spin polarisation. Periodic functions are \(n(\mathbf r)=n_0+\sum_{\mathbf G\neq0}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\); \(\langle\ \rangle\) is a cell average; \(e,t,w\) are energies per volume; \(k_F=(3\pi^2n_0)^{1/3}\), \(E_F=k_F^2/2\), \(\eta=q/2k_F\). The free-gas (Lindhard) response, \(n_{\mathbf q}=\chi(q)u_{\mathbf q}\), is
\[
\chi=-\frac{k_F}{\pi^2}F(\eta),\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\Big|\frac{1+\eta}{1-\eta}\Big| .
\]
A potential \(2u_1\cos Gz\) gives \(w_2=\chi u_1^2\). Lindhard-based functionals have second variation \(\Phi=-1/\chi\) at \(n_0\). The example is Wang–Teter (WT), taken at the local minimum reached from uniform density:
\[
t_{WT}=\Big\langle C n^{5/3}+\frac{|\nabla n|^2}{8n}+c\,C\,n^{5/6}\,\hat K n^{5/6}\Big\rangle ,
\]
with \(C=\tfrac3{10}(3\pi^2)^{2/3}\), \(c=\tfrac45\); \(\hat K\) multiplies Fourier components by \(K=1/F-1-3\eta^2\).

With \(U=4\pi/G^2+f_{xc}\), KS and all Lindhard-based functionals share
\[
n_{\mathbf G}=\frac{\chi v_{\mathbf G}}{\epsilon},\qquad \epsilon=1-U\chi,\qquad e_2=\tfrac12\sum_{\mathbf G\ne0}|v_{\mathbf G}|^2\frac{\chi}{\epsilon}.
\]

The slab has bare potential \(\lambda(2\cos Gz+2\cos2Gz)\), \(n_0=0.02680\), \(G=1.4226\), and exchange only (kernel \(f_x\)). Its screened amplitudes are \(u_1,u_2\); \(b_1=\chi(G)u_1/n_0\), \(b_2=\chi(2G)u_2/n_0\), \(t_0=\tfrac3{10}k_F^2n_0\), and \(K_1,K_2\) belong to \(G,2G\). The cubic kinetic terms differ:
\[
T_3^{\rm exact}=\frac4{G^2}\,[\chi(2G)-\chi(G)]\,u_1^2u_2 ,
\]
\[
T_3^{WT}=b_1^2b_2\Big\{-\tfrac{10}{27}t_0-\tfrac34n_0G^2-\tfrac5{27}t_0(K_2+2K_1)\Big\}.
\]
Adding the same exchange term, \(\tfrac16e_{xc}'''n_0^3\cdot6b_1^2b_2\), to each gives \(e_3\).

## The size of the potential in Al, Mg and Si

To isolate \(T\), fix a screened crystal potential \(V_{\mathbf G}=w(G)S(\mathbf G)\) and drop \(E_H\) and \(E_{xc}\), so \(\epsilon=1\). For two atoms at \(\pm\boldsymbol\tau\), \(S=\cos\mathbf G\cdot\boldsymbol\tau\); for Al, \(S=1\). Since \(k_F/\pi^2n_0=3/2E_F\),
\[
\frac{n_{\mathbf G}}{n_0}=-\frac32F\,\frac{V_{\mathbf G}}{E_F},\qquad \frac{e_2}{n_0E_F}=-\frac34\sum_{\mathbf G}F\Big(\frac{V_{\mathbf G}}{E_F}\Big)^2 .
\]
This is how \(V_G/E_F\) enters. The modulation sums over every vector of each star, so a simple overall measure of its strength is \(\rho=(\sum V_{\mathbf G}^2)^{1/2}/E_F\).

The inputs are chosen, roughly typical values in bohr and hartree. The errors found below belong to these fixed, truncated potentials; they are not the errors of self-consistent calculations on the real solids. Al: \(a=7.65\), \(w_{111}=0.009\), \(w_{200}=0.028\). Mg: \(a=6.07\), \(c=9.85\), \(w=0.007,0.013,0.018,0.029\) for \(10\bar10,0002,10\bar11,10\bar12\). Si: \(a=10.26\), \(w=-0.105,0.020,0.040\) for \(111,220,311\). Below, \(V=w|S|\), and \(n_G\) is the star average of \(n_{\mathbf G}\,{\rm sign}\,S\) (plain average for 222).

| star | \(V/E_F\) | linear \(n_G/n_0\) | WT | KS |
|---|---|---|---|---|
| Al 111 | 0.021 | −0.0243 | −0.0168 | −0.0179 |
| Al 200 | 0.065 | −0.0656 | −0.0640 | −0.0639 |
| Mg \(10\bar10\) | 0.013 | −0.0146 | −0.0031 | −0.0031 |
| Mg \(10\bar11\) | 0.060 | −0.0547 | −0.0439 | −0.0435 |
| Si 111 | −0.162 | 0.2164 | 0.1835 | 0.2058 |
| Si 311 | 0.062 | −0.0367 | −0.0512 | −0.0589 |
| Si 222 | 0 | 0 | 0.0541 | 0.0657 |

For Si 111, \(V=-0.105\times0.707=-0.0742\), \(V/E_F=-0.0742/0.4582=-0.162\), and the linear amplitude is \(1.5\times0.890\times0.162=0.216\). With multiplicities 8, 12, 24, \(\rho^2=8(0.162)^2+12(0.044)^2+24(0.062)^2=0.325\) and \(\rho=0.570\), against 0.171 for Al and 0.293 for Mg. Over the stars computed, the rms WT error relative to the KS modulation is \(0.0034/0.1651=2\%\) for Al, \(0.0015/0.1728=0.9\%\) for Mg and \(0.0854/0.6918=12\%\) for Si. The metallic KS densities use Fermi smearing (\(kT=0.010\) and \(0.006\)) on finite meshes. For Al a weak-potential check returns the Lindhard amplitudes to 0.3%; for Mg a denser mesh with \(kT=0.004\) and a larger cutoff moves the KS amplitudes by 0.0001 and lowers the 0.9% to 0.6%, so only "below 1%" is resolved. The Si 311 and 222 KS amplitudes move by 0.0001 with the cutoff. The energy lowerings per electron are:

| | second order | WT | KS |
|---|---|---|---|
| Al | −0.00638 | −0.00610 | −0.00615 |
| Mg | −0.00791 | −0.00678 | −0.00678 |
| Si | −0.08182 | −0.07777 | −0.08752 |

The WT error in Si, 0.00975, is \(0.00975/0.08752=11\%\) of the KS lowering; in Al it is 0.00005 (0.00004 on denser meshes), under 1% of 0.00615. Three features qualify the simple story. First, second-order theory alone does not explain the success for Mg: it misses the energy by 0.00113, and its \(10\bar10\) amplitude is almost five times too large, a nonlinear effect; the part even in the potential, extracted by scaling it by \(\pm0.25\), is about \(+0.016\) at full strength in both KS and WT, slightly larger than the linear term and opposite in sign, and higher orders bring the sum to \(-0.003\). A weak star can receive second-order density from many pairs \(\mathbf G'+\mathbf G''=\mathbf G\) of stronger ones. WT recovers these corrections here, although the slab shows that its cubic term carries no such guarantee. Second, in Si the bare second-order energy (error 0.0057) is closer to KS than WT is: the higher orders of WT have the wrong net sign. Third, the single-plane ratio \(|V|/|E_F-G^2/8|\) does not separate the cases, being 0.496 for Mg \(10\bar11\) and 0.492 for Si 311. In these three cases \(\rho\) separates Si from the two metals, though it does not rank Al against Mg: it measures the strength of the potential and does not by itself predict the WT error.

## Silicon: second-order coupling outweighs first order

For diamond \(\boldsymbol\tau=\tfrac a8(1,1,1)\), so \(S(hkl)=\cos[\pi(h+k+l)/4]\). Measure wave vectors in \(2\pi/a=0.6124\) and let \(\Delta=\tfrac12(2\pi/a)^2=0.1875\). At the X point two waves \(p,m=(\pm1,0,0)\) have energy \(\Delta\), and four waves \(A=(0,1,1)\), \(B=-A\), \(C'=(0,1,-1)\), \(D'=-C'\) have energy \(2\Delta\). Eight electrons fill four bands, so the gap must open inside the quartet. Directly, \(V_{AB}=-V_{220}\) (index sum 4), \(V_{C'D'}=+V_{220}\) (sum 0), and the 200-type elements vanish (sum \(\pm2\)). Each quartet wave differs from \(p\) and \(m\) by a 111 vector, with signs of \(S\) equal to \((+,-)\) for \(A\), \((-,+)\) for \(B\), \((+,+)\) for \(C'\) and \(D'\). The second-order element \(\sum_{s=p,m}V_{is}V_{sj}/\Delta\) is therefore \(\sigma=2V_{111}^2/\Delta\) on the diagonal, \(-\sigma\) for \(AB\), \(+\sigma\) for \(C'D'\), and zero between the two pairs. The combinations \(A+B\) and \(C'-D'\) shift by \(-V_{220}\); \(A-B\) and \(C'+D'\) shift by \(V_{220}+2\sigma\). In this six-wave model
\[
E_X\approx2\,(V_{220}+2V_{111}^2/\Delta)=2(0.0200+0.0588)=0.1576 .
\]
First order alone gives 0.0400; diagonalization in a larger plane-wave basis, which includes higher waves and all orders, gives 0.1450 (0.1453 when the basis is converged). The coupling of \((A-B)/\sqrt2\) to \((p-m)/\sqrt2\) is \(2|V_{111}|\), and its ratio to the level spacing, \(2\times0.0742/0.1875=0.79\), is five times \(|V_{111}|/E_F\). A two-level energy contains the square root of the spacing squared plus four times the coupling squared, and its power series in \(V\) diverges once this ratio exceeds \(\tfrac12\). Second order is therefore not the start of a convergent series here: solving that two-level problem exactly (energies 0.395 and 0.1875, coupling 0.1485) puts the upper level at 0.472, a six-wave gap of \(0.472-0.355=0.117\), so the closeness of 0.1576 to 0.1450 is partly accidental: the overestimate made by second order within the six waves offsets the omission of higher waves. Second order with all waves kept gives about 0.206. Likewise \(S(222)=\cos(3\pi/2)=0\) forbids a linear \(n_{222}\). The KS value 0.0657, a signature of bond charge, is wholly nonlinear, and WT gives 0.0541, 18% low.

## The response of a gapped crystal

Perturb the crystal with \(2u\cos\mathbf q\cdot\mathbf r\). As before the second-order energy per volume is \(\chi_{00}(q)u^2\). Pairs of occupied states cancel, leaving transitions \(v\mathbf k\to c,\mathbf k+\mathbf q\) (from \(e^{i\mathbf q\cdot\mathbf r}\)) and \(v,\mathbf k+\mathbf q\to c\mathbf k\) (from \(e^{-i\mathbf q\cdot\mathbf r}\)). Each transition \(\nu\) has energy \(\Delta_\nu>0\) and weight \(|M_\nu|^2\), an overlap of periodic Bloch parts. With cell volume \(\Omega\) and zone average \(\langle\ \rangle_k\),
\[
-\chi_{00}(q)=\frac2\Omega\Big\langle\sum_\nu\frac{|M_\nu|^2}{\Delta_\nu}\Big\rangle_k .
\]
Consider \(\Sigma=\sum_\nu|M_\nu|^2\Delta_\nu\). Extend each sum over \(c\) to all bands: the added valence–valence terms are \(|M|^2(\varepsilon_{v',k+q}-\varepsilon_{vk})\) in the first set and the negative in the second, so they cancel. Closure then applies. With \(H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V\), one has \(H(\mathbf k+\mathbf q)-H(\mathbf k)=\mathbf q\cdot(\mathbf p+\mathbf k)+\tfrac12q^2=\mathbf q\cdot(\mathbf p+\mathbf k+\mathbf q)-\tfrac12q^2\). For \(N_v\) filled bands and \(\mathbf P(\mathbf k)=\sum_v\langle\mathbf p+\mathbf k\rangle\), the first set gives \(\mathbf q\cdot\mathbf P(\mathbf k)+\tfrac12N_vq^2\) and the second \(-\mathbf q\cdot\mathbf P(\mathbf k+\mathbf q)+\tfrac12N_vq^2\). Now \(\mathbf P=\nabla_k\sum_v\varepsilon_v\) is periodic, so a shift leaves its zone average unchanged and the two \(\mathbf P\) terms cancel. With \(n_0=2N_v/\Omega\), \((2/\Omega)\langle\Sigma\rangle_k=n_0q^2\). Since \(1/\Delta_\nu=\Delta_\nu/\Delta_\nu^2\le\Delta_\nu/E_{\min}^2\),
\[
-\chi_{00}(q)\le n_0q^2/E_{\min}^2 ,
\]
where the smallest transition energy \(E_{\min}\) is never below the fundamental gap. In a metal \(\Delta_\nu\) has no positive lower bound and the argument fails.

For small \(q\) along \(x\), first-order perturbation theory in \(qp_x\) gives \(|M|^2=q^2|p^x_{cv}|^2/\Delta_{cv}^2\), and both sets are equal. Without local fields,
\[
\epsilon_\infty=1-\frac{4\pi\chi_{00}}{q^2}=1+\frac{16\pi}\Omega\Big\langle\sum_{vc}\frac{|p^x_{cv}|^2}{\Delta_{cv}^3}\Big\rangle_k .
\]
If all \(\Delta_\nu\) equalled one value \(E_P\), the bound would be an equality and \(\epsilon_\infty=1+\omega_p^2/E_P^2\) with \(\omega_p^2=4\pi n_0\); this defines the Penn gap. On the \(\mathbf k\) mesh used, the Si model has \(\epsilon_\infty=11.536\) and \(E_P=0.6102/\sqrt{10.536}=0.1880\). This mesh is coarse: denser meshes give \(\epsilon_\infty\approx11.46\) and \(E_P\approx0.1887\), and the finite-\(q\) values below come from the same coarse mesh. At \(q=0.0612\), \(-\chi_{00}=0.0030\), below the bound \(0.02963\times0.0612^2/0.1125^2=0.0088\) (with \(E_{\min}\) taken on the sampled mesh), while Lindhard gives 0.09696. The suppression reaches far: at \(q=0.6124\) the values are 0.0586 and 0.0936.

In a crystal the kinetic kernel is the matrix inverse \(\Phi_{\mathbf{GG}'}(\mathbf q)=-(\chi^{-1})_{\mathbf{GG}'}\), and the reciprocal of the head alone gives only a lower bound on \(\Phi_{00}\). For the positive matrix \(\mathsf A=-\chi\) and the unit vector \(\mathsf e\) of \(\mathbf G=0\), Cauchy–Schwarz gives \(1=(\mathsf A^{1/2}\mathsf e,\mathsf A^{-1/2}\mathsf e)^2\le\mathsf A_{00}(\mathsf A^{-1})_{00}\). Hence \(\Phi_{00}\ge1/|\chi_{00}|\ge E_{\min}^2/n_0q^2\): the exact kernel diverges at least as \(1/q^2\). At \(q=0.0612\) it exceeds \(1/0.0029992=333\), against \(1/0.09696=10.3\) for the gas.

WT cannot do this. About a periodic positive density, with \(K\) fixed by \(n_0\), its \(\Phi_{\mathbf{GG}'}(\mathbf q)\) is built from periodic factors, polynomials in \(\mathbf q\), and the continuous \(K(|\mathbf q+\mathbf G''|)\). It tends to a finite matrix as \(q\to0\). If that matrix is positive definite, the same inequality gives \(-\chi_{00}=(\Phi^{-1})_{00}\ge1/\Phi_{00}>0\). At \(\mathbf q=0\) the perturbation is a uniform shift of \(u\), equivalent to the opposite shift of \(\mu\), so \(-\chi_{00}(0)=dn/d\mu\). The WT value in the Si potential is 0.0995, close to the gas value \(k_F/\pi^2=0.0970\), where the exact answer is zero because \(\mu\) can move through the gap without adding charge. A finite response makes \(1-4\pi\chi_{00}/q^2\) diverge as in a metal: about \(1+4\pi(0.0995)/0.0612^2\approx335\) at \(q=0.0612\), against 11.05. The argument covers any functional whose second variation stays finite and positive definite as \(q\to0\). Higher orders do not help either. The exact \(dn/d\mu\) starts at \(k_F/\pi^2\) for \(V=0\) and is identically zero over the range of strengths where the gap is open, and no convergent power series in \(V\) does both.

The two defects act in different places. A perfect crystal has density components only at reciprocal vectors, so the bulk Si errors in the tables do not probe the \(q^2\) law directly; since only the second-order energy and the first-order density are shared, the energy errors can start at third order in \(V\) and the density errors already at second order. That law governs long-wavelength perturbations such as the screening of a charged defect, where WT treats Si as a metal however good its bulk density may be.

## What the numerical check tests

The numerical check below compares the closed form of \(\chi\) with quadrature, and the WT second variation with finite differences. It extracts \(e_2\) and \(e_3\) from self-consistent KS and WT slab energies at \(\lambda=\pm0.02,\pm0.01\) and compares them with the formulas. It confirms that plane-wave bands of Al in a weakened potential return the Lindhard amplitudes (ratios 0.997 and 0.998). For Si it tests the six-wave gap formula against diagonalization of the six-wave matrix with the potential scaled by 0.01 (the full-band gap is printed, not asserted), the sum rule (satisfied to 0.2% or so), the bound, the finite-\(q\) limit 11.535 against the k·p value 11.536, and \(\mu=dE/dN\) for the WT minimiser.

## Computed results

```
slab: n0=0.02680 bohr^-3 kF=0.9258 G=1.4226 bohr^-1 t0=0.006893 Ha/bohr^3
slab: chi(G)=-0.07232 chi(2G)=-0.01464 1/(Ha bohr^3); fx=-3.6650 Ha bohr^3
slab: eps(G)=1.1840 eps(2G)=0.9691 K1=-1.4736 K2=-1.6736; lambda=0.02,0.01 Ha
E2 [1/(Ha bohr^3)]: formula -0.076187 KS -0.076187 WT -0.076187
T3 exact 0.08393 T3 WT 0.10926 exchange -0.00514 [1/(Ha^2 bohr^3)]
E3 KS: formula 0.07879 num 0.07879; WT: formula 0.10413 num 0.10413
Al weak-potential bands / Lindhard: 111 0.997 200 0.998
inputs bohr: Al a=7.65 Mg a=6.07 c=9.85 Si a=10.26; kT Al 0.010 Mg 0.006 Ha
Al: n0=0.02680 bohr^-3 kF=0.9258 bohr^-1 EF=0.4286 Ha rmsV/EF=0.171
 star mult eta w(Ha) |S| V(Ha) V/EF V/|EF-G2/8| F | nG/n0 lin WT KS
 111 8 0.768 0.009 1.000 0.0090 0.021 0.051 0.771 | -0.0243 -0.0168 -0.0179
 200 6 0.887 0.028 1.000 0.0280 0.065 0.307 0.669 | -0.0656 -0.0640 -0.0639
 220 12 1.255 0.000 1.000 0.0000 0.000 0.000 0.251 | -0.0000 0.0046 0.0043
 dE/electron (Ha): 2nd order -0.00638 WT -0.00610 KS -0.00615 WT-KS 0.00005
 rms/n0 over these stars: KS modulation 0.1651 WT error 0.0034
Mg: n0=0.01273 bohr^-3 kF=0.7223 bohr^-1 EF=0.2609 Ha rmsV/EF=0.293
 star mult eta w(Ha) |S| V(Ha) V/EF V/|EF-G2/8| F | nG/n0 lin WT KS
 10-10 6 0.827 0.007 0.500 0.0035 0.013 0.043 0.725 | -0.0146 -0.0031 -0.0031
 0002 2 0.883 0.013 1.000 0.0130 0.050 0.226 0.673 | -0.0503 -0.0328 -0.0324
 10-11 12 0.938 0.018 0.866 0.0156 0.060 0.496 0.610 | -0.0547 -0.0439 -0.0435
 10-12 12 1.210 0.029 0.500 0.0145 0.056 0.120 0.274 | -0.0229 -0.0203 -0.0204
 dE/electron (Ha): 2nd order -0.00791 WT -0.00678 KS -0.00678 WT-KS -0.00000
 rms/n0 over these stars: KS modulation 0.1728 WT error 0.0015
Si: n0=0.02963 bohr^-3 kF=0.9573 bohr^-1 EF=0.4582 Ha rmsV/EF=0.570
 star mult eta w(Ha) |S| V(Ha) V/EF V/|EF-G2/8| F | nG/n0 lin WT KS
 111 8 0.554 -0.105 0.707 -0.0742 -0.162 -0.234 0.890 | 0.2164 0.1835 0.2058
 220 12 0.905 0.020 1.000 0.0200 0.044 0.240 0.650 | -0.0426 -0.0273 -0.0346
 311 24 1.061 0.040 0.707 0.0283 0.062 0.492 0.396 | -0.0367 -0.0512 -0.0589
 222 8 1.108 0.000 0.000 0.0000 0.000 0.000 0.347 | -0.0000 0.0541 0.0657
 400 6 1.279 0.000 1.000 0.0000 0.000 0.000 0.239 | -0.0000 -0.0301 -0.0352
 dE/electron (Ha): 2nd order -0.08182 WT -0.07777 KS -0.08752 WT-KS 0.00975
 rms/n0 over these stars: KS modulation 0.6918 WT error 0.0854
Si X: 2pi/a=0.6124 bohr^-1 Delta=0.1875 V220=0.0200 2V111^2/Delta=0.0588 Ha
Si X gap: 1st order 0.0400 2nd 0.1576 bands 0.1450 Ha
Si eps_inf(k.p)=11.536 omega_p=0.6102 Ha Penn gap=0.1880 Ha
 q(bohr^-1) -chi00 -chiL bound [1/(Ha bohr^3)] Emin(Ha) fsum/(n0 q^2) 1-4pi chi/q^2
 0.0024 5.0303e-06 0.09699 1.343e-05 0.1151 0.9995 11.535
 0.0612 2.9992e-03 0.09696 8.772e-03 0.1125 0.9989 11.050
 0.1531 1.5234e-02 0.09679 8.166e-02 0.0922 0.9981 9.167
 0.3062 3.7241e-02 0.09616 8.244e-01 0.0580 0.9983 5.991
 0.6124 5.8638e-02 0.09361 6.100e+00 0.0427 0.9979 2.965
Si WT: mu=0.3787 Ha dn/dmu=0.0995; kF/pi^2=0.0970 1/(Ha bohr^3)
```
